# How repulsion between identical sites splits thermal desorption into two peaks: verification in Python

```python
"""Two thermal desorption peaks from identical sites on a square lattice.

Result under test: for an equilibrated layer with neighbour repulsion w,
  -d(theta)/dt = nu exp(-E0/kT) z (1-theta),
and the steep rise of z at half coverage splits desorption into two peaks.
theta: coverage; z=exp(s): activity relative to an isolated occupied site;
g=w/kT; u=s-2g; E0: isolated-particle desorption energy; nu: attempt frequency.
Energies are in eV and temperatures in K. Rates per kelvin are -d(theta)/dT.
"""
import numpy as np
from scipy import constants as const
from scipy.interpolate import RectBivariateSpline
from scipy.optimize import brentq
from scipy.signal import find_peaks
from scipy.special import expit

k_ev = const.k / const.e
E0, w_main, nu_main, heating = 1.5, 0.10, 1.0e13, 5.0
theta_start, spacing_nm = 0.99, 0.28
dT = 0.5
temperatures = np.arange(300.0, 680.0, dT)
u_line = np.linspace(-20.0, 20.0, 2001)


def row_data(width):
    bits = (np.arange(2**width)[:, None] >> np.arange(width)) & 1
    number = bits.sum(axis=1)
    pairs = (bits * np.roll(bits, 1, axis=1)).sum(axis=1)
    return number, pairs, bits @ bits.T


def log_transfer(g, s, width):
    number, pairs, cross = row_data(width)
    site_part = 0.5 * (number[:, None] + number[None, :])
    pair_part = 0.5 * (pairs[:, None] + pairs[None, :]) + cross
    return np.asarray(s)[..., None, None] * site_part - g * pair_part


def cylinder_logit(g, u, width):
    """ln(theta/(1-theta)) on an infinitely long cylinder."""
    exponent = log_transfer(g, np.atleast_1d(u) + 2*g, width)
    exponent -= exponent.max(axis=(1, 2), keepdims=True)
    _, vectors = np.linalg.eigh(np.exp(exponent))
    probability = vectors[:, :, -1]**2
    number = row_data(width)[0]
    return np.log((probability @ number) / (probability @ (width-number)))


def make_spline(width):
    g_grid = np.linspace(0.0, 4.0, 21)
    u_half = np.linspace(0.0, 20.0, 81)
    half = np.array([cylinder_logit(g, u_half, width) for g in g_grid])
    table = np.concatenate((-half[:, :0:-1], half), axis=1)
    u_full = np.concatenate((-u_half[:0:-1], u_half))
    return RectBivariateSpline(g_grid, u_full, table)


def equilibrium_curve(spline, w):
    def curve(T):
        g = w / (k_ev*T)
        logit = spline(g, u_line)[0]
        return expit(logit), u_line + 2*g - np.logaddexp(0.0, logit)
    return curve


theta_line = expit(np.linspace(-16.0, 16.0, 3201))


def random_curve(T):
    x = np.exp(w_main/(k_ev*T))
    factor = theta_line * (1-theta_line+theta_line*x)**4
    return theta_line, np.log(factor)


def pair_probabilities(theta, g):
    root = np.sqrt(1-4*theta*(1-theta)*(1-np.exp(-g)))
    mixed = 2*theta*(1-theta)/(1+root)
    return mixed, theta-mixed


def pair_curve(T):
    g = w_main/(k_ev*T)
    mixed, filled = pair_probabilities(theta_line, g)
    factor = theta_line*((mixed+filled*np.exp(g))/theta_line)**4
    return theta_line, np.log(factor)


def ramp(curve, nu=nu_main):
    """Implicit temperature steps; coverage loss equals the stored rate."""
    theta = theta_start
    coverage = np.zeros_like(temperatures)
    rate = np.zeros_like(temperatures)
    for i, T in enumerate(temperatures):
        grid, log_factor = curve(T)
        log_rate = np.log(nu/heating) - E0/(k_ev*T) + log_factor
        index = np.arange(len(grid))
        old_coverage = grid + dT*np.exp(log_rate)
        position = np.interp(theta, old_coverage, index)
        rate[i] = np.exp(np.interp(position, index, log_rate))
        theta -= dT*rate[i]
        coverage[i] = max(theta, 0.0)
        if theta < 1e-6:
            break
    return coverage, rate


def peaks(rate):
    return find_peaks(rate, prominence=0.05*rate.max())[0]


def temperature_at(coverage, value):
    return np.interp(value, coverage[::-1], temperatures[::-1])


def isolated_peak(energy):
    return brentq(lambda T: energy/(k_ev*T*T)
                  - nu_main/heating*np.exp(-energy/(k_ev*T)), 200, 900)


# Enumerate every arrangement on a 4 by 4 periodic lattice.
bits = ((np.arange(2**16)[:, None] >> np.arange(16)) & 1).reshape(-1, 4, 4)
neighbours = sum(np.roll(bits, shift, axis=axis)
                 for axis in (1, 2) for shift in (-1, 1))
number = bits.sum(axis=(1, 2))
pairs = (bits*neighbours).sum(axis=(1, 2))//2
environment = np.array([((bits == 1) & (neighbours == m)).sum(axis=(1, 2))
                        for m in range(5)])
g_test, s_test = 2.0, 3.1
weights = np.exp(s_test*number-g_test*pairs)
partition = weights.sum()
theta_test = weights @ number/(16*partition)
direct_flux = weights @ (np.exp(g_test*np.arange(5)) @ environment)
direct_flux /= 16*partition
identity_flux = np.exp(s_test)*(1-theta_test)
assert np.isclose(direct_flux, identity_flux, rtol=1e-10)
matrix = np.exp(log_transfer(g_test, s_test, 4))
assert np.isclose(np.trace(np.linalg.matrix_power(matrix, 4)),
                  partition, rtol=1e-10)

# Particle-hole symmetry, checked without the symmetric interpolation table.
symmetry = cylinder_logit(2.2, np.array([-2.3, 2.3]), 6)
assert abs(symmetry.sum()) < 1e-8

# Dilute defects in the cold checkerboard.
g_cold, u_cold = 3.5, 1.0
delta_cold = expit(cylinder_logit(g_cold, u_cold, 6)[0])-0.5
delta_formula = np.exp(-2*g_cold)*np.sinh(u_cold)
assert abs(delta_cold/delta_formula-1) < 0.05  # omitted higher defect orders

# Locate half-coverage ordering from correlation lengths of two widths.
def scaled_gap(g, width):
    exponent = log_transfer(g, 2*g, width)
    values = np.linalg.eigvalsh(np.exp(exponent-exponent.max()))
    return width*np.log(values[-1]/abs(values[0]))


g_crossing = brentq(lambda g: scaled_gap(g, 6)-scaled_gap(g, 4), 1.2, 2.4)
g_critical = 2*np.log(1+np.sqrt(2))
assert abs(g_crossing/g_critical-1) < 0.03  # finite cylinder widths
T_critical = w_main/(k_ev*g_critical)

spline6, spline4 = make_spline(6), make_spline(4)
coverage, rate = ramp(equilibrium_curve(spline6, w_main))
peak_index = peaks(rate)
assert len(peak_index) == 2
low, high = peak_index
valley = low+np.argmin(rate[low:high+1])
T_low, T_high, T_valley = temperatures[[low, high, valley]]
assert abs(coverage[valley]-0.5) < 0.05
assert rate[valley] < 0.5*min(rate[low], rate[high])

# The same ramp without interactions must reduce to ordinary first order.
_, free_rate = ramp(equilibrium_curve(spline6, 0.0))
free_peaks = peaks(free_rate)
assert len(free_peaks) == 1
assert abs(temperatures[free_peaks[0]]-isolated_peak(E0)) < 1.0  # step size

# Independent spectrum from microscopic rates at each particle number.
bins = number*33+pairs
degeneracy = np.bincount(bins, minlength=17*33).reshape(17, 33)
environment_sum = np.array([
    np.bincount(bins, weights=counts, minlength=17*33).reshape(17, 33)
    for counts in environment])
population = np.zeros(17)
population[16] = 1.0
small_coverage, small_rate = [], []
for T in temperatures:
    g = w_main/(k_ev*T)
    pair_weight = np.exp(-g*np.arange(33))
    numerator = np.exp(g*np.arange(5)) @ (environment_sum @ pair_weight)
    leave = numerator/(degeneracy @ pair_weight)
    leave *= nu_main/heating*np.exp(-E0/(k_ev*T))
    incoming = 0.0
    for n in range(16, -1, -1):
        population[n] = (population[n]+dT*incoming)/(1+dT*leave[n])
        incoming = leave[n]*population[n]
    small_coverage.append(population @ np.arange(17)/16)
    small_rate.append(population @ leave/16)
small_coverage, small_rate = np.array(small_coverage), np.array(small_rate)
assert len(peaks(small_rate)) == 2
stage_T = np.array([temperature_at(coverage, x) for x in (0.75, 0.25)])
small_T = np.array([temperature_at(small_coverage, x) for x in (0.75, 0.25)])
assert np.max(abs(stage_T-small_T)) < 10.0  # only sixteen sites

coverage4, _ = ramp(equilibrium_curve(spline4, w_main))
width_T = np.array([temperature_at(coverage4, x) for x in (0.75, 0.25)])
assert np.max(abs(stage_T-width_T)) < 5.0  # narrow comparison cylinder
u_check = np.array([-4.0, -3.0, -1.0])
width_error = np.max(abs(expit(cylinder_logit(2.5, u_check, 8))
                         - expit(cylinder_logit(2.5, u_check, 6))))
assert width_error < 0.02  # finite width near ordering

# Activation energies at fixed coverage, at the valley temperature.
def log_activity(theta, g):
    logit = spline6(g, u_line)[0]
    return np.interp(np.log(theta/(1-theta)), logit, u_line)+2*g


g_valley, dg = w_main/(k_ev*T_valley), 0.05
theta_list = np.array([0.10, 0.25, 0.40, 0.50, 0.60, 0.75, 0.90])
activation = np.array([E0-w_main*(log_activity(x, g_valley+dg)
                       - log_activity(x, g_valley-dg))/(2*dg)
                       for x in theta_list])
assert activation[1]-activation[5] > 3*w_main
assert abs(activation[3]-(E0-2*w_main)) < 0.001

# Remove all correlations, or retain only pair correlations.
mixed, filled = pair_probabilities(0.37, 2.1)
assert np.isclose(filled*(1-0.37-mixed)/mixed**2, np.exp(-2.1))
random_coverage, random_rate = ramp(random_curve)
pair_coverage, pair_rate = ramp(pair_curve)
assert len(peaks(random_rate)) == 1


def half_rate(cover, spectrum):
    return np.interp(0.5, cover[::-1], spectrum[::-1])/spectrum.max()


half_rates = [half_rate(coverage, rate), half_rate(pair_coverage, pair_rate),
              half_rate(random_coverage, random_rate)]
assert half_rates[0] < half_rates[1] < half_rates[2]

# Smallest repulsion that gives two peaks by the stated prominence rule.
w_one, w_two = 0.02, w_main
assert len(peaks(ramp(equilibrium_curve(spline6, w_one))[1])) == 1
for _ in range(7):
    w_try = 0.5*(w_one+w_two)
    trial_coverage, trial_rate = ramp(equilibrium_curve(spline6, w_try))
    if len(peaks(trial_rate)) >= 2:
        w_two, threshold_coverage = w_try, trial_coverage
    else:
        w_one = w_try
        threshold_coverage = trial_coverage
w_threshold = 0.5*(w_one+w_two)
T_threshold = temperature_at(threshold_coverage, 0.5)

# Rough auxiliary values size effects left out of the model.
diffusion_barrier, second_repulsion = 0.40, 0.01
sample_area, pump_speed, mass_u, gas_T = 1e-4, 0.1, 28.0, 300.0
hop_rate = nu_main*np.exp(-diffusion_barrier/(k_ev*T_low))
desorption_rate = heating*rate[low]/coverage[low]
site_density = 1/(spacing_nm*1e-9)**2
gas_density = heating*rate.max()*site_density*sample_area/pump_speed
pressure_torr = gas_density*const.k*gas_T/const.torr
mean_speed = np.sqrt(8*const.k*gas_T/(np.pi*mass_u*const.atomic_mass))
return_fraction = sample_area*mean_speed/(4*pump_speed)
second_shift = T_high*4*second_repulsion/E0
_, fast_rate = ramp(equilibrium_curve(spline6, w_main), 10*nu_main)
fast_peaks = peaks(fast_rate)
assert len(fast_peaks) == 2
prefactor_shift = temperatures[fast_peaks]-temperatures[peak_index]

print(f"E0 = {E0:.2f} eV; w = {w_main:.2f} eV")
print(f"attempt frequency = {nu_main:.1e} 1/s; ramp = {heating:.1f} K/s")
print(f"initial coverage = {theta_start:.2f}; spacing = {spacing_nm:.2f} nm")
print(f"identity test: g = {g_test:.1f}, s = {s_test:.1f}, "
      f"coverage = {theta_test:.5f}")
print(f"direct and identity flux factors = {direct_flux:.6f}, "
      f"{identity_flux:.6f}")
print(f"cold defect test: g = {g_cold:.1f}, u = {u_cold:.1f}")
print(f"coverage minus half: matrix {delta_cold:.6f}, "
      f"formula {delta_formula:.6f}")
print(f"critical w/kT: formula {g_critical:.4f}, crossing {g_crossing:.4f}")
print(f"half-coverage ordering temperature = {T_critical:.1f} K")
for label, i in (("lower peak", low), ("valley", valley), ("upper peak", high)):
    print(f"{label}: T = {temperatures[i]:.1f} K, coverage = {coverage[i]:.3f}, "
          f"rate = {rate[i]:.6f} 1/K")
print(f"peak separation = {T_high-T_low:.1f} K")
print(f"valley/lower-peak rate = {rate[valley]/rate[low]:.4f}")
print(f"valley/upper-peak rate = {rate[valley]/rate[high]:.4f}")
print(f"isolated first-order peaks: E0-4w {isolated_peak(E0-4*w_main):.1f} K, "
      f"E0 {isolated_peak(E0):.1f} K")
print(f"w/kT at valley = {g_valley:.3f}; exp(-2w/kT) = {np.exp(-2*g_valley):.5f}")
for theta, energy in zip(theta_list, activation):
    print(f"activation energy at coverage {theta:.2f} = {energy:.4f} eV")
print(f"temperatures at coverage 0.75, 0.25 = "
      f"{stage_T[0]:.1f}, {stage_T[1]:.1f} K")
print(f"same from 16-site master equation = {small_T[0]:.1f}, {small_T[1]:.1f} K")
print(f"same from width-4 cylinder = {width_T[0]:.1f}, {width_T[1]:.1f} K")
print(f"largest tested width-8/width-6 coverage difference = {width_error:.5f}")
for label, spectrum, relative in zip(("equilibrium", "pair", "random"),
                                     (rate, pair_rate, random_rate), half_rates):
    places = ", ".join(f"{T:.1f}" for T in temperatures[peaks(spectrum)])
    print(f"{label} layer: {len(peaks(spectrum))} peak(s) at {places} K; "
          f"half-coverage/max rate = {relative:.4f}")
print(f"two-peak threshold w = {w_threshold:.4f} eV (5% prominence)")
print(f"threshold w/kT at half coverage = {w_threshold/(k_ev*T_threshold):.3f}")
print(f"rough diffusion barrier = {diffusion_barrier:.2f} eV")
print(f"hop rate/desorption rate at lower peak = {hop_rate/desorption_rate:.2e}")
print(f"rough second-neighbour repulsion = {second_repulsion:.2f} eV")
print(f"estimated upper-peak shift from it = {second_shift:.1f} K downward")
print(f"sample = {sample_area*1e4:.1f} cm2; pump = {pump_speed*1e3:.0f} L/s; "
      f"gas mass = {mass_u:.0f} u; gas T = {gas_T:.0f} K")
print(f"maximum added pressure = {pressure_torr:.2e} Torr")
print(f"returning/desorbing flux = {return_fraction:.3f}")
print(f"peak shifts for tenfold attempt frequency = "
      f"{prefactor_shift[0]:.1f}, {prefactor_shift[1]:.1f} K")
print("no test failed")
```

Printed output:

```
E0 = 1.50 eV; w = 0.10 eV
attempt frequency = 1.0e+13 1/s; ramp = 5.0 K/s
initial coverage = 0.99; spacing = 0.28 nm
identity test: g = 2.0, s = 3.1, coverage = 0.47957
direct and identity flux factors = 11.552546, 11.552546
cold defect test: g = 3.5, u = 1.0
coverage minus half: matrix 0.001080, formula 0.001072
critical w/kT: formula 1.7627, crossing 1.7484
half-coverage ordering temperature = 658.3 K
lower peak: T = 419.0 K, coverage = 0.626, rate = 0.010288 1/K
valley: T = 447.0 K, coverage = 0.493, rate = 0.000811 1/K
upper peak: T = 524.0 K, coverage = 0.248, rate = 0.006196 1/K
peak separation = 105.0 K
valley/lower-peak rate = 0.0788
valley/upper-peak rate = 0.1309
isolated first-order peaks: E0-4w 412.9 K, E0 557.8 K
w/kT at valley = 2.596; exp(-2w/kT) = 0.00556
activation energy at coverage 0.10 = 1.4961 eV
activation energy at coverage 0.25 = 1.4900 eV
activation energy at coverage 0.40 = 1.5080 eV
activation energy at coverage 0.50 = 1.3000 eV
activation energy at coverage 0.60 = 1.0920 eV
activation energy at coverage 0.75 = 1.1100 eV
activation energy at coverage 0.90 = 1.1039 eV
temperatures at coverage 0.75, 0.25 = 406.5, 523.6 K
same from 16-site master equation = 406.5, 528.4 K
same from width-4 cylinder = 406.3, 524.2 K
largest tested width-8/width-6 coverage difference = 0.00272
equilibrium layer: 2 peak(s) at 419.0, 524.0 K; half-coverage/max rate = 0.1167
pair layer: 2 peak(s) at 403.5, 534.5 K; half-coverage/max rate = 0.4067
random layer: 1 peak(s) at 412.0 K; half-coverage/max rate = 0.8643
two-peak threshold w = 0.0591 eV (5% prominence)
threshold w/kT at half coverage = 1.394
rough diffusion barrier = 0.40 eV
hop rate/desorption rate at lower peak = 1.88e+09
rough second-neighbour repulsion = 0.01 eV
estimated upper-peak shift from it = 14.0 K downward
sample = 1.0 cm2; pump = 100 L/s; gas mass = 28 u; gas T = 300 K
maximum added pressure = 2.04e-08 Torr
returning/desorbing flux = 0.119
peak shifts for tenfold attempt frequency = -27.5, -33.0 K
no test failed
```
